# Fitting three Gaussians to a 1s Slater function by maximum overlap: a numerical check

```python
"""Best three-Gaussian fit to the 1s Slater function with zeta = 1.

Result under test: the normalized sum G = sum_k c_k g_k that has the largest
overlap with phi = exp(-r)/sqrt(pi) has, to four decimals,
exponents 2.2277, 0.4058, 0.1098 and coefficients 0.1543, 0.5353, 0.4446.
g_k = (2 a_k/pi)^(3/4) exp(-a_k r^2) is a normalized Gaussian.
b_k = <phi|g_k>, S_kj = <g_k|g_j>, y = S^-1 b, W = b.y,
omega = sqrt(W) is the largest overlap at given exponents, c = y/omega.
Lengths are in bohr, exponents in bohr^-2.
"""
from itertools import combinations
import numpy as np
from scipy.special import erfcx
from scipy.optimize import least_squares, minimize_scalar


def slater_overlap(a):
    """Return b(a) and its derivative with respect to ln a."""
    i0 = 0.5 * np.sqrt(np.pi / a) * erfcx(0.5 / np.sqrt(a))
    i1 = (1 - i0) / (2 * a)
    i2 = (i0 - i1) / (2 * a)
    i3 = (2 * i1 - i2) / (2 * a)
    i4 = (3 * i2 - i3) / (2 * a)
    factor = 4 * np.sqrt(np.pi) * (2 * a / np.pi) ** 0.75
    b = factor * i2
    return b, 0.75 * b - a * factor * i4


def gaussian_overlap(a):
    """Return S and the derivative of S[k, j] with respect to ln a_k."""
    total = a[:, None] + a[None, :]
    S = (2 * np.sqrt(np.outer(a, a)) / total) ** 1.5
    return S, 0.75 * S * (a[None, :] - a[:, None]) / total


def projection(log_a):
    """Return W, its gradient in ln a, and y."""
    a = np.exp(log_a)
    b, db = slater_overlap(a)
    S, dS = gaussian_overlap(a)
    y = np.linalg.solve(S, b)
    return b @ y, 2 * y * (db - dS @ y), y


def hessian(log_a, h=1e-4):
    rows = []
    for unit in np.eye(len(log_a)):
        rows.append((projection(log_a + h * unit)[1]
                     - projection(log_a - h * unit)[1]) / (2 * h))
    H = np.array(rows)
    return 0.5 * (H + H.T)


def climb(start):
    """Newton ascent of W with step halving; returns all iterates."""
    p = np.log(np.array(start, dtype=float))
    history = [p]
    for _ in range(40):
        W, grad, _ = projection(p)
        if np.max(np.abs(grad)) < 1e-12:
            break
        values, vectors = np.linalg.eigh(hessian(p))
        step = vectors @ ((vectors.T @ grad) / np.abs(values))
        for _ in range(30):
            if projection(p + step)[0] >= W - 1e-13:
                break
            step = 0.5 * step
        p = p + step
        history.append(p)
    return history


# Radial quadrature, used only for the independent tests.
nodes, weights = np.polynomial.legendre.leggauss(400)
r = 20 * (nodes + 1)
volume = 20 * weights * 4 * np.pi * r**2
root_volume = np.sqrt(volume)


def slater(x):
    return np.exp(-x) / np.sqrt(np.pi)


def primitives(a, x):
    a = np.atleast_1d(a)
    x = np.atleast_1d(x)
    return (2 * a / np.pi) ** 0.75 * np.exp(-np.outer(x**2, a))


def quadrature_W(a):
    """Squared length of the projection of phi on the Gaussians."""
    A = root_volume[:, None] * primitives(a, r)
    y = np.linalg.lstsq(A, root_volume * slater(r), rcond=None)[0]
    return np.sum((A @ y) ** 2)


# Overlap formulas and gradient at a point that is not the optimum.
trial = np.array([3.0, 0.7, 0.15])
g_trial = primitives(trial, r)
b_quad = g_trial.T @ (volume * slater(r))
S_quad = g_trial.T @ (volume[:, None] * g_trial)
assert np.allclose(slater_overlap(trial)[0], b_quad, rtol=0, atol=1e-11)
assert np.allclose(gaussian_overlap(trial)[0], S_quad, rtol=0, atol=1e-11)
h = 1e-4
numeric_gradient = np.array([
    (quadrature_W(trial * np.exp(h * e)) - quadrature_W(trial * np.exp(-h * e)))
    / (2 * h) for e in np.eye(3)])
assert np.allclose(projection(np.log(trial))[1], numeric_gradient,
                   rtol=0, atol=1e-7)

# One Gaussian, checked by a scalar search on the quadrature overlap.
single = np.exp(climb([0.3])[-1])
single_overlap = np.sqrt(projection(np.log(single))[0])
search = minimize_scalar(lambda q: -quadrature_W(np.array([np.exp(q)])),
                         bounds=(np.log(0.05), np.log(2.0)), method="bounded",
                         options={"xatol": 1e-9})
assert abs(np.exp(search.x) - single[0]) < 1e-6

# Wide grid of exponent triples, then ascent from the best one.
grid = 10.0 ** np.linspace(-2, 2, 41)
triples = np.array(list(combinations(range(len(grid)), 3)))
b_grid = slater_overlap(grid)[0][triples]
S_grid = gaussian_overlap(grid)[0][triples[:, :, None], triples[:, None, :]]
y_grid = np.linalg.solve(S_grid, b_grid[:, :, None])[:, :, 0]
W_grid = np.sum(b_grid * y_grid, axis=1)
start = grid[triples[np.argmax(W_grid)]][::-1]
history = climb(start)
log_a = history[-1]
a = np.exp(log_a)
W, gradient, y = projection(log_a)
omega = np.sqrt(W)
c = y / omega
curvature = np.linalg.eigvalsh(hessian(log_a))
assert np.max(np.abs(gradient)) < 1e-11
assert np.all(curvature < 0)
assert len(history) <= 20

# The values claimed in the topic, given to four decimals.
assert np.all(np.abs(a - [2.2277, 0.4058, 0.1098]) < 5.1e-5)
assert np.all(np.abs(c - [0.1543, 0.5353, 0.4446]) < 5.1e-5)

# Norm, overlap, squared error and orthogonality by quadrature.
G = primitives(a, r) @ c
norm = np.sum(volume * G**2)
error_normalized = np.sum(volume * (slater(r) - G) ** 2)
error_free = np.sum(volume * (slater(r) - omega * G) ** 2)
assert abs(norm - 1) < 1e-11
assert abs(np.sum(volume * slater(r) * G) - omega) < 1e-11
assert abs(error_normalized - (2 - 2 * omega)) < 1e-11
assert abs(error_free - (1 - W)) < 1e-11
residual = volume * (slater(r) - omega * G)
for exponent in a:
    shape = np.exp(-exponent * r**2)
    assert abs(np.sum(residual * shape)) < 1e-9
    assert abs(np.sum(residual * r**2 * shape)) < 1e-9

# Direct six-parameter fit of the function, without overlap formulas.
fit = least_squares(
    lambda q: root_volume * (slater(r) - primitives(np.exp(q[:3]), r) @ q[3:]),
    np.r_[np.log([2.5, 0.5, 0.1]), np.ones(3) / 3], jac="3-point",
    xtol=1e-14, ftol=1e-14, gtol=1e-14, max_nfev=2000)
order = np.argsort(-fit.x[:3])
fit_a = np.exp(fit.x[:3])[order]
fit_c = fit.x[3:][order]
assert np.allclose(fit_a, a, rtol=1e-5, atol=0)
assert np.allclose(fit_c, omega * c, rtol=0, atol=1e-5)


def row(values, digits=6):
    return "  ".join(f"{v:.{digits}f}" for v in values)


print("One Gaussian: exponent (bohr^-2) =", row(single))
print(f"One Gaussian: largest overlap = {single_overlap:.6f}")
print(f"Grid: {len(grid)} exponents from {grid[0]:.2f} to {grid[-1]:.0f} bohr^-2,",
      f"{len(triples)} triples")
print("Newton iterates: exponents (bohr^-2) and 1 - overlap")
for number, p in enumerate(history):
    defect = 1 - np.sqrt(projection(p)[0])
    print(f"  {number:2d}  {row(np.exp(p))}  {defect:.6e}")
print("Final exponents a (bohr^-2):", row(a))
print("Slater-Gaussian overlaps b:", row(slater_overlap(a)[0], 8))
for number, line in enumerate(gaussian_overlap(a)[0], 1):
    print(f"Gaussian overlap matrix S, row {number}:", row(line, 8))
print("Unnormalized solution y = S^-1 b:", row(y))
print(f"W = b.y = {W:.8f}")
print(f"Largest overlap omega = {omega:.8f}")
print("Final coefficients c:", row(c))
print("Hessian eigenvalues of W in ln a:",
      "  ".join(f"{v:.4e}" for v in curvature))
print(f"Squared error, normalized G = {error_normalized:.6e}")
print(f"Squared error, free norm = {error_free:.6e}")
print("Direct fit, exponents (bohr^-2):", row(fit_a))
print("Direct fit, free-norm coefficients:", row(fit_c))
print("r (bohr), phi and G (bohr^-3/2), G/phi")
for radius in (0.0, 0.5, 1.0, 2.0, 4.0, 6.0, 8.0):
    fitted = (primitives(a, radius) @ c)[0]
    exact = slater(radius)
    print(f"  {radius:.1f}  {exact:.6f}  {fitted:.6f}  {fitted / exact:.4f}")
print("ALL CHECKS PASSED")
```

Output:

```
One Gaussian: exponent (bohr^-2) = 0.270950
One Gaussian: largest overlap = 0.978404
Grid: 41 exponents from 0.01 to 100 bohr^-2, 10660 triples
Newton iterates: exponents (bohr^-2) and 1 - overlap
   0  3.162278  0.501187  0.125893  2.336352e-04
   1  2.115021  0.412896  0.113067  1.742161e-04
   2  2.227662  0.404848  0.109697  1.652884e-04
   3  2.227662  0.405766  0.109816  1.652637e-04
   4  2.227661  0.405771  0.109818  1.652637e-04
   5  2.227661  0.405771  0.109818  1.652637e-04
Final exponents a (bohr^-2): 2.227661  0.405771  0.109818
Slater-Gaussian overlaps b: 0.60509690  0.95932402  0.88364168
Gaussian overlap matrix S, row 1: 1.00000000  0.61356353  0.27530502
Gaussian overlap matrix S, row 2: 0.61356353  1.00000000  0.74097665
Gaussian overlap matrix S, row 3: 0.27530502  0.74097665  1.00000000
Unnormalized solution y = S^-1 b: 0.154303  0.535240  0.444561
W = b.y = 0.99966950
Largest overlap omega = 0.99983474
Final coefficients c: 0.154329  0.535328  0.444635
Hessian eigenvalues of W in ln a: -8.9515e-02  -1.0999e-02  -1.2964e-03
Squared error, normalized G = 3.305275e-04
Squared error, free norm = 3.305002e-04
Direct fit, exponents (bohr^-2): 2.227661  0.405771  0.109818
Direct fit, free-norm coefficients: 0.154303  0.535240  0.444561
r (bohr), phi and G (bohr^-3/2), G/phi
  0.0  0.564190  0.454986  0.8064
  0.5  0.342198  0.348992  1.0199
  1.0  0.207554  0.205058  0.9880
  2.0  0.076355  0.077258  1.0118
  4.0  0.010333  0.010725  1.0379
  6.0  0.001398  0.001160  0.8295
  8.0  0.000189  0.000054  0.2831
ALL CHECKS PASSED
```
